# IRCMax barriers: high-level energies along a low-level reaction path: a numerical check

```python
"""IRCMax for collinear H + HCl -> H2 + Cl.
Result under test: the maximum of the high-level energy along the low-level
reaction path is an upper bound to the high-level saddle energy; for a small
difference D = V_high - V_low it exceeds the single point at the low saddle by
g_v^2/(2 kappa) and the true high saddle by g_u^2/(2 k_t).
Symbols: r = (Cl-H, H-H) distances in angstrom; q = mass-weighted coordinates
in amu^1/2 angstrom, r = T q; s = arc length in q, positive toward H2 + Cl;
v, u = reaction and transverse modes at the low saddle, with Hessian
eigenvalues -kappa and k_t; g_v, g_u = components of grad D.
Low level: UHF/6-31G**. High level: frozen-core UCCSD(T)/6-31G**."""
import numpy as np
from numpy.polynomial import Polynomial, chebyshev as cheb
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import sqrtm
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, mp, lib
from pyscf.data import elements

lib.num_threads(1)
EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
KB = const.k / const.e
BASIS = '6-31g**'
M_H, M_CL = elements.MASSES[1], elements.MASSES[17]
MASS = np.array([M_CL, M_H, M_H])
guess = {}


def quantum(kappa):
    """hbar*omega in eV for a curvature in eV/(amu angstrom^2)."""
    return const.hbar * np.sqrt(kappa * const.e / const.atomic_mass) * 1e10 / const.e


def wavenumber(kappa):
    return quantum(kappa) * const.e / (const.h * const.c * 100)


def place(r, bend=0.0):
    return np.array([[0, 0, -r[0]], [0, 0, 0],
                     [r[1] * np.sin(bend), 0, r[1] * np.cos(bend)]], float)


def uhf(xyz, basis=BASIS):
    mol = gto.M(atom=[[a, tuple(x)] for a, x in zip(('Cl', 'H', 'H'), xyz)],
                basis=basis, spin=1, verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol, mf.max_cycle = 1e-10, 150
    mf.kernel(dm0=guess.get(basis))
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    guess.setdefault(basis, dm)
    if np.allclose(xyz[:, 0], 0):      # Sigma state: density is round about z
        rr = mol.intor('int1e_rr').reshape(9, mol.nao, mol.nao)
        assert abs(np.sum((rr[0] - rr[4]) * (dm[0] + dm[1]))) < 1e-3
    return mf


def hcl_energy(r, method, basis=BASIS):
    mol = gto.M(atom=[['Cl', (0, 0, 0)], ['H', (0, 0, r)]], basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    e = mf.kernel()
    if method == 'mp2':
        e += mp.MP2(mf, frozen=5).kernel()[0]
    if method == 'ccsd(t)':
        c = cc.CCSD(mf, frozen=5)
        c.conv_tol = 1e-9
        c.kernel()
        e = c.e_tot + c.ccsd_t()
    return e * EV


def h_atom(basis=BASIS):
    mol = gto.M(atom='H 0 0 0', basis=basis, spin=1, verbose=0)
    return scf.UHF(mol).kernel() * EV


def hcl_minimum(method):
    r = np.linspace(1.20, 1.36, 5)
    e = np.array([hcl_energy(x, method) for x in r])
    fit = Polynomial.fit(r, e - e[2], 4)
    roots = fit.deriv().roots()
    re = [z.real for z in roots if abs(z.imag) < 1e-9 and r[0] < z.real < r[-1]][0]
    return re, fit(re) + e[2], fit.deriv(2)(re) * (1 / M_H + 1 / M_CL)


# Reactants at both levels
re_low, e_hcl_low, _ = hcl_minimum('hf')
re_high, e_hcl_high, curv_hcl = hcl_minimum('ccsd(t)')
zero_low, zero_high = e_hcl_low + h_atom(), e_hcl_high + h_atom()
reactant_shift = hcl_energy(re_low, 'ccsd(t)') - e_hcl_high
assert reactant_shift > -1e-5


def single_point(r, bend=0.0):
    """(high, low) energies in eV above the relaxed reactants of each level."""
    mf = uhf(place(r, bend))
    c = cc.UCCSD(mf, frozen=5)
    c.conv_tol = 1e-8
    c.kernel()
    assert c.converged
    return np.array([(c.e_tot + c.ccsd_t()) * EV - zero_high,
                     mf.e_tot * EV - zero_low])


# Low-level surface on Chebyshev nodes
LO, HI, N = np.array([1.20, 0.70]), np.array([1.85, 1.45]), 9
MID, HALF = (LO + HI) / 2, (HI - LO) / 2
uhf(place((1.46, 0.97)))               # seeds the starting density
nodes = np.cos(np.pi * (np.arange(N) + 0.5) / N)
table = np.array([[uhf(place(MID + HALF * np.array([a, b]))).e_tot * EV - zero_low
                   for b in nodes] for a in nodes])
inv_vander = np.linalg.inv(cheb.chebvander(nodes, N - 1))
c00 = inv_vander @ table @ inv_vander.T
c10 = cheb.chebder(c00, scl=1 / HALF[0], axis=0)
c01 = cheb.chebder(c00, scl=1 / HALF[1], axis=1)
c20 = cheb.chebder(c10, scl=1 / HALF[0], axis=0)
c11 = cheb.chebder(c10, scl=1 / HALF[1], axis=1)
c02 = cheb.chebder(c01, scl=1 / HALF[1], axis=1)


def surface(coef, r):
    x, y = (np.asarray(r) - MID) / HALF
    return float(cheb.chebval2d(x, y, coef))


def low(r):
    return surface(c00, r)


def low_grad(r):
    return np.array([surface(c10, r), surface(c01, r)])


def low_hess(r):
    m = surface(c11, r)
    return np.array([[surface(c20, r), m], [m, surface(c02, r)]])


def stationary(grad, hess, r):
    for _ in range(60):
        step = np.linalg.solve(hess(r), grad(r))
        r = r - step * min(1, 0.05 / max(np.linalg.norm(step), 1e-15))
        if np.linalg.norm(step) < 1e-12:
            break
    assert np.linalg.norm(step) < 1e-9 and np.all(r > LO) and np.all(r < HI)
    assert np.linalg.det(hess(r)) < 0
    return r


trial = [np.array([a, b]) for a in np.linspace(1.3, 1.75, 19)
         for b in np.linspace(0.8, 1.3, 19)]
trial = [r for r in trial if np.linalg.det(low_hess(r)) < 0]
r_low = stationary(low_grad, low_hess,
                   min(trial, key=lambda r: np.linalg.norm(low_grad(r))))

# Mass weighting, modes and reaction path
G = np.array([[1 / M_CL + 1 / M_H, -1 / M_H], [-1 / M_H, 2 / M_H]])
T = np.real(sqrtm(G))
T_INV = np.linalg.inv(T)
eigenvalues, modes = np.linalg.eigh(T @ low_hess(r_low) @ T)
kappa, k_t = -eigenvalues[0], eigenvalues[1]
v, u = modes.T
v = v * np.sign((T @ v)[0])
q_low, START = T_INV @ r_low, 0.004


def descend(side):
    def slope(s, q):
        g = T @ low_grad(T @ q)
        return -g / np.linalg.norm(g)

    def leaves_box(s, q):
        r = T @ q
        return min(np.min(r - LO), np.min(HI - r)) - 0.005
    leaves_box.terminal = True
    return solve_ivp(slope, (START, 0.42), q_low + side * START * v,
                     method='DOP853', rtol=1e-9, atol=1e-10, max_step=0.02,
                     dense_output=True, events=leaves_box)


branch = {1: descend(1), -1: descend(-1)}


def path(s):
    if abs(s) <= START:
        return T @ (q_low + s * v)
    return T @ branch[1 if s > 0 else -1].sol(abs(s))


# Path tangent against analytic Cartesian gradients
tangent_cosines = []
for s in (-0.15, 0.15):
    force = -uhf(place(path(s))).nuc_grad_method().kernel()[:, 2] / MASS
    downhill = np.diff(force)
    tangent = np.sign(s) * (path(s + 1e-3) - path(s - 1e-3))
    tangent_cosines.append(downhill @ tangent / np.linalg.norm(downhill)
                           / np.linalg.norm(tangent))
assert min(tangent_cosines) > 0.999

# IRCMax: scan, interpolate D(s), refine with direct points
scan = np.array([s for s in 0.1 * np.arange(-3, 4)
                 if -branch[-1].t[-1] < s < branch[1].t[-1]])
assert len(scan) >= 5
points = np.array([single_point(path(s)) for s in scan])
interpolation_error = max(abs(low(path(s)) - p[1]) for s, p in zip(scan, points))
assert interpolation_error < 2e-3
assert 0 < np.argmax(points[:, 0]) < len(scan) - 1
d_fit = Polynomial.fit(scan, points[:, 0] - points[:, 1], len(scan) - 1)
fine = np.linspace(scan[0], scan[-1], 1201)
s_guess = fine[np.argmax([low(path(s)) + d_fit(s) for s in fine])]
H_S = 0.03
left, centre, right = [single_point(path(s_guess + j * H_S))[0] for j in (-1, 0, 1)]
kappa_high = -(left - 2 * centre + right) / H_S**2
assert kappa_high > 0
s_max = s_guess + (right - left) / (2 * H_S * kappa_high)
assert abs(s_max - s_guess) < 0.01     # two roads to the same maximum
r_max = path(s_max)
e_single = points[np.argmin(abs(scan)), 0]

# True high-level saddle from direct energies around a moving centre
H_R = 0.03
offsets = H_R * np.array([[0, 0], [1, 0], [-1, 0], [0, 1], [0, -1], [1, 1]])


def differences(f):
    g = np.array([f[1] - f[2], f[3] - f[4]]) / (2 * H_R)
    m = (f[5] - f[1] - f[3] + f[0]) / H_R**2
    return g, np.array([[(f[1] + f[2] - 2 * f[0]) / H_R**2, m],
                        [m, (f[3] + f[4] - 2 * f[0]) / H_R**2]])


r_high, e_ircmax = r_max, None
for _ in range(4):
    origin = r_high
    sample = np.array([single_point(origin + o) for o in offsets])
    if e_ircmax is None:
        e_ircmax = sample[0, 0]
    g_d, h_d = differences(sample[:, 0] - sample[:, 1])
    r_high = stationary(lambda r: low_grad(r) + g_d + h_d @ (r - origin),
                        lambda r: low_hess(r) + h_d, origin)
    if np.linalg.norm(r_high - origin) < 0.003:
        break
assert np.linalg.norm(r_high - origin) < 0.003
g_direct, h_direct = differences(sample[:, 0])
assert np.linalg.norm(np.linalg.solve(h_direct, g_direct)) < 0.01
e_saddle = single_point(r_high)[0]
assert e_ircmax >= max(e_single, points[:, 0].max(), left, right) - 1e-4
assert e_ircmax >= e_saddle - 1e-4     # finite-difference noise only
assert max(points[0, 0], points[-1, 0]) < e_saddle

# Second-order laws: scale D down and compare with numerical optimisation
g_q = T @ (g_d + h_d @ (r_low - origin))
gain_law, excess_law = (v @ g_q)**2 / (2 * kappa), (u @ g_q)**2 / (2 * k_t)
law_errors = []
for lam in (0.02, 0.01):
    def mixed(r):
        x = r - origin
        return low(r) + lam * (g_d @ x + x @ h_d @ x / 2)
    top = -minimize_scalar(lambda s: -mixed(path(s)), bounds=(-0.1, 0.1),
                           method='bounded', options={'xatol': 1e-9}).fun
    r_mix = stationary(lambda r: low_grad(r) + lam * (g_d + h_d @ (r - origin)),
                       lambda r: low_hess(r) + lam * h_d, r_low)
    scale = lam**2 * (gain_law + excess_law)
    law_errors.append([abs(top - mixed(r_low) - lam**2 * gain_law) / scale,
                       abs(top - mixed(r_mix) - lam**2 * excess_law) / scale])
law_errors = np.array(law_errors)
assert np.all(law_errors[1] < 0.05)
assert np.all(law_errors[1] < 0.7 * law_errors[0] + 1e-3)

# The single-point error can have either sign
for direction, expected in ((v, 1 / (2 * kappa)), (u, -1 / (2 * k_t))):
    push = 0.02 * T_INV @ direction
    r_push = stationary(lambda r: low_grad(r) + push, low_hess, r_low)
    change = low(r_push) + push @ (r_push - r_low) - low(r_low)
    assert abs(change / (0.02**2 * expected) - 1) < 0.1


# Bending: angle formula against a Cartesian Hessian at the low saddle
def bend_inverse_mass(r):
    b = np.array([1 / r[0], -1 / r[0] - 1 / r[1], 1 / r[1]])
    return np.sum(b**2 / MASS)


ANGLE = 0.12
mf_low = uhf(place(r_low))
spin_square = mf_low.spin_square()[0]
assert mf_low.stability(return_status=True)[2]
rise = (uhf(place(r_low, ANGLE)).e_tot - mf_low.e_tot) * EV
bend_low = 2 * rise / ANGLE**2 * bend_inverse_mass(r_low)
hess_x = []
for atom in range(3):
    xyz = place(r_low)
    xyz[atom, 0] += 0.02
    hess_x.append(uhf(xyz).nuc_grad_method().kernel()[:, 0] * EV / BOHR / 0.02)
hess_x = (np.array(hess_x) + np.array(hess_x).T) / 2 / np.sqrt(np.outer(MASS, MASS))
bend_cartesian = np.linalg.eigvalsh(hess_x)[-1]
assert bend_low > 0 and abs(bend_low / bend_cartesian - 1) < 0.05
rise = single_point(r_high, ANGLE)[0] - e_saddle
bend_high = 2 * rise / ANGLE**2 * bend_inverse_mass(r_high)
assert bend_high > 0

# Sizes of neglected effects
w_high = np.linalg.eigvalsh(T @ (low_hess(r_high) + h_d) @ T)
assert w_high[0] < 0 < w_high[1]
zero_point = (quantum(w_high[1]) + 2 * quantum(bend_high) - quantum(curv_hcl)) / 2
TEMP = 1300.0
wigner = 1 + (quantum(kappa_high) / (KB * TEMP))**2 / 24


def mp2_barrier(basis):
    mf = uhf(place(r_max), basis)
    e = (mf.e_tot + mp.UMP2(mf, frozen=5).kernel()[0]) * EV
    return e - hcl_energy(re_low, 'mp2', basis) - h_atom(basis)


basis_change = mp2_barrier('cc-pvtz') - mp2_barrier(BASIS)
b_single, b_ircmax = e_single - reactant_shift, e_ircmax - reactant_shift
slope_d = d_fit.deriv()(0.0)

print(f'HCl bond length, low / high level: {re_low:.4f} / {re_high:.4f} angstrom')
print(f'High-level reactant shift, low geometry: {reactant_shift:.5f} eV')
print(f'Low saddle Cl-H, H-H: {r_low[0]:.4f}, {r_low[1]:.4f} angstrom')
print(f'<S^2> at low saddle (pure doublet 0.75): {spin_square:.3f}')
print(f'Low saddle kappa, k_t: {kappa:.3f}, {k_t:.3f} eV/(amu angstrom^2)')
print(f'Low saddle imaginary wavenumber: {wavenumber(kappa):.0f}i cm^-1')
print(f'Low bend, angle / Cartesian: {wavenumber(bend_low):.0f} / '
      f'{wavenumber(bend_cartesian):.0f} cm^-1')
print(f'Largest surface interpolation error: {interpolation_error:.1e} eV')
print(f'Smallest tangent cosine: {min(tangent_cosines):.6f}')
print('Path: s (amu^1/2 angstrom), Cl-H, H-H (angstrom), E_low, E_high (eV)')
print('(each level relative to its own relaxed reactants)')
for s, p in zip(scan, points):
    r = path(s)
    print(f'  {s:+.2f}  {r[0]:.4f}  {r[1]:.4f}  {p[1]:.4f}  {p[0]:.4f}')
print(f'Maximum from interpolated D: s = {s_guess:+.4f} amu^1/2 angstrom')
print(f'Three refinement energies: {left:.5f}, {centre:.5f}, {right:.5f} eV')
print(f'IRCMax position: s = {s_max:+.4f} amu^1/2 angstrom')
print(f'IRCMax Cl-H, H-H: {r_max[0]:.4f}, {r_max[1]:.4f} angstrom')
print(f'High saddle Cl-H, H-H: {r_high[0]:.4f}, {r_high[1]:.4f} angstrom')
print(f'Slope of D at s = 0: {slope_d:+.4f} eV/(amu^1/2 angstrom)')
print(f'Second-order shift: {slope_d / kappa:+.4f} amu^1/2 angstrom')
print(f'Second-order gain: {slope_d**2 / (2 * kappa):.5f} eV')
print(f'Actual gain, IRCMax minus single point: {e_ircmax - e_single:.5f} eV')
print(f'IRCMax minus high saddle energy: {e_ircmax - e_saddle:.5f} eV')
print(f'Single point minus high saddle energy: {e_single - e_saddle:+.5f} eV')
print(f'Law errors (gain, excess), D x 0.02: {law_errors[0, 0]:.4f}, {law_errors[0, 1]:.4f}')
print(f'Law errors (gain, excess), D x 0.01: {law_errors[1, 0]:.4f}, {law_errors[1, 1]:.4f}')
print(f'Barrier low//low: {low(r_low):.4f} eV')
print(f'Barrier high at low saddle, low reactants: {b_single:.4f} eV')
print(f'Barrier IRCMax, low reactants: {b_ircmax:.4f} eV')
print(f'Barrier high//high: {e_saddle:.4f} eV')
print(f'IRCMax barrier: {b_ircmax * const.e * const.N_A / 1000:.2f} kJ/mol')
for temp in (300.0, TEMP):
    factor = np.exp(-(b_ircmax - b_single) / (KB * temp))
    print(f'Rate factor IRCMax/single point at {temp:.0f} K: {factor:.4f}')
print(f'High saddle symmetric stretch, bend: {wavenumber(w_high[1]):.0f}, '
      f'{wavenumber(bend_high):.0f} cm^-1')
print(f'HCl high-level harmonic wavenumber: {wavenumber(curv_hcl):.0f} cm^-1')
print(f'Neglected zero-point change of barrier: {zero_point:+.4f} eV')
print(f'IRCMax imaginary wavenumber: {wavenumber(kappa_high):.0f}i cm^-1')
print(f'Neglected Wigner factor at {TEMP:.0f} K: {wigner:.3f}')
print(f'MP2 barrier change, cc-pVTZ minus 6-31G**: {basis_change:+.4f} eV')
print('OK')
```

Printed output:

```
HCl bond length, low / high level: 1.2652 / 1.2729 angstrom
High-level reactant shift, low geometry: 0.00104 eV
Low saddle Cl-H, H-H: 1.4489, 0.9767 angstrom
<S^2> at low saddle (pure doublet 0.75): 0.789
Low saddle kappa, k_t: 19.953, 6.652 eV/(amu angstrom^2)
Low saddle imaginary wavenumber: 2329i cm^-1
Low bend, angle / Cartesian: 734 / 733 cm^-1
Largest surface interpolation error: 2.8e-05 eV
Smallest tangent cosine: 1.000000
Path: s (amu^1/2 angstrom), Cl-H, H-H (angstrom), E_low, E_high (eV)
(each level relative to its own relaxed reactants)
  -0.30  1.2678  1.3715  0.3006  0.2204
  -0.20  1.2914  1.2511  0.3961  0.2730
  -0.10  1.3609  1.1116  0.5255  0.3262
  +0.00  1.4489  0.9767  0.6056  0.3388
  +0.10  1.5435  0.8498  0.5141  0.2530
  +0.20  1.6420  0.7603  0.3636  0.1698
  +0.30  1.7234  0.7407  0.2429  0.0982
Maximum from interpolated D: s = -0.0325 amu^1/2 angstrom
Three refinement energies: 0.34135, 0.34547, 0.33980 eV
IRCMax position: s = -0.0349 amu^1/2 angstrom
IRCMax Cl-H, H-H: 1.4173, 1.0231 angstrom
High saddle Cl-H, H-H: 1.4084, 1.0174 angstrom
Slope of D at s = 0: -0.3684 eV/(amu^1/2 angstrom)
Second-order shift: -0.0185 amu^1/2 angstrom
Second-order gain: 0.00340 eV
Actual gain, IRCMax minus single point: 0.00663 eV
IRCMax minus high saddle energy: 0.00095 eV
Single point minus high saddle energy: -0.00568 eV
Law errors (gain, excess), D x 0.02: 0.0042, 0.0013
Law errors (gain, excess), D x 0.01: 0.0021, 0.0007
Barrier low//low: 0.6056 eV
Barrier high at low saddle, low reactants: 0.3378 eV
Barrier IRCMax, low reactants: 0.3444 eV
Barrier high//high: 0.3445 eV
IRCMax barrier: 33.23 kJ/mol
Rate factor IRCMax/single point at 300 K: 0.7738
Rate factor IRCMax/single point at 1300 K: 0.9425
High saddle symmetric stretch, bend: 1380, 664 cm^-1
HCl high-level harmonic wavenumber: 3061 cm^-1
Neglected zero-point change of barrier: -0.0219 eV
IRCMax imaginary wavenumber: 1719i cm^-1
Neglected Wigner factor at 1300 K: 1.151
MP2 barrier change, cc-pVTZ minus 6-31G**: -0.0785 eV
OK
```
